Work-Function Minimum at One-Third Dipole Strength in the Topping Model

Suppose that each caesium atom on a tungsten surface lowers the work function by the same amount, however many others are present. With rough typical values, a clean work function of 4.6 eV and a dipole moment of 9 D per isolated adsorbate, 2.53 atoms per nm² would then lower it by 8.58 eV. The predicted work function would be about −4.0 eV, so that electrons would leave the cold metal unaided. Constant dipoles also give no minimum, since every added atom continues the same straight line.

What is missing is mutual depolarization: each dipole sits in the field of its neighbours, and that field opposes it. In the Topping model, which treats this field self-consistently, the work function of a layer whose lattice contracts uniformly as atoms are added is lowest when each dipole has shrunk to one third of its isolated value. Two derivations follow, one from the field and one from the energy.

**The model and its conventions**

Let N be the number of adsorbates per unit area. They form a square lattice of spacing a = N^(−1/2), which contracts uniformly as N grows. This is an assumption about how the layer fills, and the result depends on it.

An adsorbate is a charge q at height h above the image plane of the metal, and its screening charge −q lies in that plane. Its moment is μ = qh, counted positive when the positive end points outward. An isolated adsorbate has μ = μ0 > 0.

Averaged along the surface, the layer is a capacitor with charge density Nq on its outer plate and −Nq on the metal. The field between the plates has magnitude Nq/ε0 and points towards the metal. The electrostatic potential therefore rises on the way out by Nqh/ε0 = Nμ/ε0. An electron has charge −e, so its energy outside falls by e times this step:

φ(N) = φ0 − e N μ(N)/ε0.   (1)

Finding the minimum of φ means finding the maximum of the product Nμ.

**First derivation: the field of the neighbours**

Consider a neighbour at lateral distance r. Outside the metal its screening charge acts as an image charge −q at depth h. At height z, the charge and its image produce the potential

V = [q/(4πε0)] {1/√[r² + (z−h)²] − 1/√[r² + (z+h)²]}.

For z and h much smaller than r, each inverse root is expanded as 1/√(r² + u) ≈ 1/r − u/(2r³). The two values of u differ by (z+h)² − (z−h)² = 4zh, so

V ≈ [q/(4πε0)] · 4zh/(2r³) = 2μz/(4πε0 r³).

The normal field is −dV/dz = −2μ/(4πε0 r³). It points inward, against the dipole. A free-standing dipole would give half of this; the image supplies the other half.

Summing over a square lattice of equal dipoles gives

E = −2μ S N^(3/2)/(4πε0),  S = Σ' (i² + j²)^(−3/2),   (2)

where the prime omits i = j = 0. The factor N^(3/2) is 1/a³.

The sum converges, because the number of neighbours in a ring grows as r while each contributes 1/r³. It can be estimated by hand. The 20 nearest neighbours contribute

4 + 4/2^(3/2) + 4/8 + 8/5^(3/2) = 6.63.

With the central site they occupy 21 unit cells, a disc of radius √(21/π) = 2.585. Replacing the rest by a continuum adds ∫ 2πr dr/r³ = 2π/2.585 = 2.43. The estimate is 9.06; the full sum is S = 9.0336.

Each dipole is assumed to respond linearly to the field. The effective polarizability volume α is defined by

μ = μ0 + 4πε0 (α/2) E.   (3)

The factor 1/2 absorbs the doubling of the field by the images, so that the formulas take the same form as for a free-standing layer. The response of an adsorbate to its own image is already contained in μ0 and α.

Inserting (2) into (3) gives

μ = μ0 − α S N^(3/2) μ.

Collecting the terms in μ, with x = α S N^(3/2),

μ = μ0/(1 + x).   (4)

Now Nμ = μ0 N/(1 + x). Since x is proportional to N^(3/2), dx/d ln N = (3/2)x. The logarithmic derivative is

d ln(Nμ)/d ln N = 1 − (3/2)x/(1 + x)
= [2(1 + x) − 3x]/[2(1 + x)]
= (2 − x)/[2(1 + x)].   (5)

It is positive for x < 2 and negative for x > 2. Thus Nμ has a single maximum and φ a single minimum, at x = 2, where (4) gives

μ = μ0/3.   (6)

The coverage at the minimum follows from α S N^(3/2) = 2, and the change of work function from (1) and (6):

N_m = [2/(αS)]^(2/3),  Δφ_m = −e μ0 N_m/(3ε0).   (7)

The drop at the minimum is therefore one third of what the initial straight line would predict at the same coverage.

Two limits show the competition. At low coverage x is small and φ ≈ φ0 − eμ0N/ε0: adding dipoles wins. For x much greater than 1, Nμ ≈ μ0/(αS N^(1/2)), which decreases with N: each new dipole weakens the others by more than it adds. This second limit is formal, because the model fails before it is reached, as shown below.

**Second derivation: energy and an inequality**

The same dipoles can be found by minimizing an energy. Changing a dipole from μ0 to μ costs a quadratic energy. Its coefficient must reproduce the response (3), whose polarizability in SI units is 4πε0α/2. The cost is therefore

(μ − μ0)²/[2 · 4πε0α/2] = (μ − μ0)²/(4πε0α).

Two adsorbates at distance r, together with their images, have the interaction energy qV evaluated at z = h, which is 2μ²/(4πε0r³). Each pair is shared by two adsorbates, so the interaction energy per adsorbate is half the lattice sum, μ²SN^(3/2)/(4πε0). The total per adsorbate is

w(μ) = [(μ − μ0)² + xμ²]/(4πε0α).   (8)

Setting dw/dμ = 0 gives μ − μ0 + xμ = 0, which is (4) again. The second derivative is proportional to 1 + x > 0, so this is the lowest energy for equal dipoles.

Instead of differentiating with respect to coverage, let us use the remaining fraction m = μ/μ0 as the variable. From (4), x = (1 − m)/m. As N runs from zero to infinity, m falls steadily from 1 to 0, so every coverage corresponds to one value of m. Since N^(3/2) = x/(αS),

N³ = x²/(αS)² = (1 − m)²/[m²(αS)²].

Multiplying by μ³ = μ0³m³ gives

(Nμ)³ = μ0³ m(1 − m)²/(αS)².   (9)

The three positive numbers 2m, 1 − m and 1 − m have the sum 2, whatever m is. Their geometric mean cannot exceed their arithmetic mean, 2/3. Hence

2m(1 − m)² ≤ (2/3)³ = 8/27,

with equality only when the three numbers are equal, 2m = 1 − m. This gives m = 1/3. No other coverage gives a larger Nμ, so the minimum of φ is global within the model. Taking the cube root of (9) at m = 1/3 gives Nμ = (μ0/3)[2/(αS)]^(2/3), in agreement with (7).

**What each derivation assumes**

Both derivations assume point dipoles, linear response with constant α, equal moments and a uniformly contracting lattice. The field derivation needs no energy function; it needs only the field at an adsorbate and the response to it. The energy derivation requires in addition that the dipoles are in equilibrium and that their response and interaction come from one energy. In return it shows when equal dipoles are stable.

To see this, add a small deviation +δ and −δ to the dipoles in a chessboard pattern. Terms linear in δ cancel. The quadratic energy per adsorbate is

δ²[1 + αN^(3/2)A]/(4πε0α),  A = Σ' (−1)^(i+j)(i² + j²)^(−3/2) = −2.6459.

At the minimum αN^(3/2) = 2/S = 0.2214, and the bracket is 1 − 0.586 = 0.414. The equal state resists this pattern. The bracket vanishes at αN^(3/2) = 0.378, which is 1.43 N_m. Beyond that coverage equal point dipoles are unstable, and (4) is only a formal continuation.

Other patterns were covered by a test on a finite array of 31 × 31 dipoles, each free to take its own value. The lowest eigenvalue of its interaction matrix is −2.638, close to the chessboard value. The quantity Nμ for the central dipole peaks at μ/μ0 = 0.334 and αN^(3/2) = 0.2295. The latter exceeds 0.2214 by about 4% because distant neighbours are missing. Outside a square of half-side H = 15.5 the continuum sum is 4√2/H = 0.36. Removing this from S moves the expected position to 2/8.67 = 0.231. This simple estimate gives the right size of the shift but slightly overestimates it.

The field derivation extends more easily to other interactions. Let x depend on N in any smooth way, with local exponent p = d ln x/d ln N. The stationary condition becomes

1 − px/(1 + x) = 0, so x = 1/(p − 1) and μ/μ0 = (p − 1)/p.   (10)

The fraction one third thus comes from p = 3/2, that is, from an inverse-cube field in a layer whose spacing varies as N^(−1/2). The value of S does not enter. A triangular lattice has S = 8.893 at unit density; for the same α its minimum lies about 1% higher in coverage, at the same fraction.

**Random filling of fixed sites removes the minimum**

Now let the adsorbates fill fixed sites of spacing b at random. A fraction θ = Nb² is occupied. In mean field the average depolarizing sum is θS/b³ = NS/b, so x = cN with c = αS/b. Then

d/dN [N/(1 + cN)] = 1/(1 + cN)² > 0,

and the work function falls all the way to full occupation. This is the case p = 1, for which (10) has no finite solution. Added atoms make neighbours more frequent but do not bring the nearest possible neighbour any closer.

**Worked example: caesium on tungsten**

Take φ0 = 4.6 eV, μ0 = 9 D = 3.002×10⁻²⁹ C m and α = 0.055 nm³, all rough typical values. Equation (7) gives

N_m = [2/(9.0336 × 0.055)]^(2/3) nm⁻² = (4.025)^(2/3) nm⁻² = 2.53 nm⁻²,

or 2.53×10¹⁴ cm⁻². The spacing is a = 0.629 nm and the dipole is 3.0 D. The potential step is

(3.002×10⁻²⁹ × 2.53×10¹⁸)/(3 × 8.854×10⁻¹²) V = 2.86 V,

so the minimum work function is 4.60 − 2.86 = 1.74 eV.

At half this coverage the dipoles retain 59% of their isolated moment and φ = 2.09 eV. At 1.5 N_m they retain 21% and φ has risen to 1.85 eV, although this point already lies beyond the stability limit of 1.43 N_m.

In mean field, random filling of fixed sites with b = 0.5 nm gives 2.33 eV at half occupation and 1.87 eV at full occupation, with no minimum between. The full layer is the same square lattice in both pictures. The contracting lattice approaches its value from below, random filling from above. At 4 nm⁻² this end point, too, lies beyond the stability limit for equal point dipoles. Random filling also creates dense patches that can become unstable well before the layer is full, so much of this curve is formal as well. At partial filling, mean field underestimates the drop even where the dipoles are stable, because atoms with few neighbours keep larger moments: with every dipole free, stable half-filled samples give about 2.19 eV instead of 2.33 eV, and from about 60% occupation most samples are unstable. Random filling is itself an idealization, because two atoms 0.5 nm apart with moments of 3 to 5 D repel by 0.09 to 0.25 eV, several times kT at 300 K. Atoms that order on the fixed sites into a square superstructure lie on the contracting-lattice curve: the half-filled chessboard gives 1.78 eV, below the formal value for the full layer. The absence of a minimum belongs to random filling, not to fixed sites as such.

**How far the real layer departs from the model**

Within the contracting lattice, a large correction can come from the height of the charge. If the 9 D belong to one full elementary charge, then h = μ0/e = 0.187 nm, and 2h is not small compared with a. Let the charge respond linearly to the potential of the other charges and their images, with the response matched to α at low coverage. The factor 1/r³ is then replaced by

G(r) = [1/r − 1/√(r² + 4h²)]/(2h²) ≈ (1/r³)(1 − 3h²/r² + …).

The interaction is weaker at short distances, so x grows more slowly than N^(3/2). The minimum moves to 3.52 nm⁻², which is 39% higher, and φ there is 1.44 eV, lower by 0.3 eV. The dipole fraction becomes 0.265. By (10) this corresponds to a local exponent p = 1/(1 − 0.265) = 1.36. One third is thus the point-dipole value. The size and sign of the change depend on the assumed response. The reduction by about a fifth holds when the charge responds at fixed h = 0.187 nm; at fixed h = 0.25 nm the fraction is 0.21. If instead q = e is fixed and the height responds to the field as in (3), h shrinks with the dipole, the minimum lies at 2.48 nm⁻², φ there is lower by less than 0.1 eV, and the fraction is 0.35. The stability of equal dipoles was not examined in this extended model.

The assumed square order is not stable by itself. Even at zero temperature, repelling dipoles lower their energy when alternate rows slide by half a spacing, so a free layer would leave the square lattice. The triangular lattice, with its smaller S, gives the same fraction one third. Temperature disturbs the order further. At the ideal minimum the repulsion between nearest neighbours is W = 0.045 eV, while kT at 300 K is 0.026 eV. If one dipole vibrates harmonically among fixed neighbours and all moments are held constant, its rms displacement is 0.16 a along each axis. Moments that respond to the motion soften the restoring force and make the displacement somewhat larger, so a well-ordered lattice cannot be taken for granted unless the substrate holds it.

The effect on S can be estimated. In two dimensions ∇²r⁻³ = 9r⁻⁵. With S₅ = Σ' (i² + j²)^(−5/2), the restoring constant per axis is half the Laplacian of the energy, (9/2)WS₅/a², and the mean square displacement is σ² = kTa²/[(9/2)WS₅]. For independent displacements of both partners the variance of their separation is 2σ² per axis, and the mean of S rises by (1/2)(2σ²/a²)(9S₅) = 2kT/W. The relative increase is 2kT/(WS) = 13%. If this enhancement is held fixed as N varies, N_m falls by the factor 1.13^(−2/3), about 8%, and the fraction one third is unchanged. In fact W depends on coverage and dipole; following that dependence lowers N_m by about 15% in all, raises the fraction to about 0.36 and raises the minimum work function to about 2.0 eV. This is a lowest-order estimate, and with displacements this large it gives only the size of the effect.

Disorder also threatens the stability of the dipoles. Opposite deviations +δ and −δ on two atoms at distance r change the energy in proportion to 1 − α/r³, which is negative for r below α^(1/3) = 0.38 nm, or about 0.6 a at the minimum. In a large disordered layer at 300 K such close pairs cannot be excluded, so the stability found above for the perfect lattice at N_m does not carry over to it.

Linear response is strained as well. In the point-dipole limit the field at each adsorbate is 6.5 V/nm, or 65 MV/cm. With the finite height included, the electron energy at the adsorbate shifts by about 1.1 eV at the same coverage and dipole. A valence level broadened by contact with a metal has a width of roughly 1 eV, so a constant α is not assured over such a shift.

Measured minima for caesium on tungsten lie very roughly near 1.5 eV and occur before the first layer is complete. The model gives the right size, but μ0 and α are rough inputs, and the agreement does not confirm the fraction one third. Near a full layer the valence orbitals overlap and the layer becomes metallic; separate polarizable dipoles then no longer describe it, and this effect has not been sized here. The remaining computed values are in the numerical output.

Computed results

```
Square lattice sum S: 9.0336
Triangular lattice sum at unit density: 8.8927
Alternating square lattice sum: -2.6459
Finite array, side: 31 dipoles
Finite array, central mu/mu0 at extremum: 0.3340
Finite array, alpha*N^1.5 at extremum: 0.2295
Infinite lattice, alpha*N^1.5 at minimum: 0.2214
Finite array, lowest eigenvalue: -2.6381
Instability density / minimum density: 1.428
Input clean work function: 4.60 eV
Input isolated dipole: 9.00 D
Input isolated dipole in SI: 3.0021e-29 C m
Input polarizability volume: 0.055 nm^3
Input temperature: 300 K
Density at minimum: 2.530 nm^-2
Density at minimum, converted: 2.530e+14 cm^-2
Lattice spacing at minimum: 0.629 nm
Dipole at minimum: 3.000 D
Dipole fraction at minimum: 0.3333
Work-function drop at minimum: 2.860 eV
Undepolarized drop at same density: 8.580 eV
Minimum work function: 1.740 eV
At 0.25 N_m: mu/mu0 = 0.8000, phi = 2.884 eV
At 0.50 N_m: mu/mu0 = 0.5858, phi = 2.087 eV
At 1.50 N_m: mu/mu0 = 0.2139, phi = 1.847 eV
At 2.00 N_m: mu/mu0 = 0.1502, phi = 2.022 eV
Triangular lattice, density at minimum: 2.557 nm^-2
Finite height h = mu0/e: 0.1874 nm
Finite height, density at minimum: 3.518 nm^-2
Finite height, mu/mu0 at minimum: 0.2653
Finite height, minimum work function: 1.435 eV
Field at adsorbate, point-dipole limit: 6.54 V/nm
Electron-energy shift, finite height: 1.078 eV
Neighbour repulsion at minimum: 0.0452 eV
Thermal energy kT: 0.0259 eV
Thermal rms displacement / spacing, per axis: 0.158
Lowest-order increase of S by disorder: 12.7 %
Fixed-site spacing: 0.50 nm
Random sites, half filled: phi = 2.332 eV
Random sites, 90 % filled: phi = 1.934 eV
Random sites, filled: phi = 1.874 eV
```
